# Optimal hopping and the tunnelling limit for two leads joined by one bond: test program

```python
"""
Two leads joined by one hopping t between their end orbitals.
Result under test, with g_L, g_R the retarded end-site Green functions of the
separated leads, rho = -Im(g)/pi and g = |g| exp(-i theta):
  T     = 4 pi^2 rho_L rho_R |t|^2 / |1 - |t|^2 g_L g_R|^2
  t_opt = 1/sqrt(|g_L g_R|)
  T_max = sin(theta_L) sin(theta_R) / sin^2((theta_L + theta_R)/2)
  weak bond: T -> 4 pi^2 |t|^2 rho_L rho_R
A lead is (site energy, hopping strength, shifts of its surface sites), in eV;
shifts are listed from the surface inwards. Chain hoppings enter H as -gamma.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar


def surface_green(energy, lead):
    """Retarded end-site Green function, built from the bulk outwards."""
    site, gamma, shifts = lead
    x = energy - site
    root = np.sqrt(x * x - 4 * gamma**2 + 0j)
    g = (x - root) / (2 * gamma**2)
    if g.imag > 0:
        g = (x + root) / (2 * gamma**2)
    for shift in reversed(shifts):
        g = 1 / (x - shift - gamma**2 * g)
    return g


def density(g):
    return -g.imag / np.pi


def phase(g):
    return -np.angle(g)


def transmission(g_l, g_r, t):
    top = 4 * np.pi**2 * density(g_l) * density(g_r) * abs(t)**2
    return top / abs(1 - abs(t)**2 * g_l * g_r)**2


def tunnelling(g_l, g_r, t):
    return 4 * np.pi**2 * abs(t)**2 * density(g_l) * density(g_r)


def best_hopping(g_l, g_r):
    return 1 / np.sqrt(abs(g_l * g_r))


def best_transmission(g_l, g_r):
    a, b = phase(g_l), phase(g_r)
    return np.sin(a) * np.sin(b) / np.sin((a + b) / 2)**2


def scattering(energy, left, right, t):
    """Transmitted and reflected flux from matched waves, no Green functions."""
    site_l, gam_l, shift_l = left
    site_r, gam_r, shift_r = right
    k_l = np.arccos((site_l - energy) / (2 * gam_l))
    k_r = np.arccos((site_r - energy) / (2 * gam_r))
    sites = [site_l + u for u in reversed(shift_l)]
    sites += [site_r + u for u in shift_r]
    hops = [gam_l] * (len(shift_l) - 1) + [t] + [gam_r] * (len(shift_r) - 1)
    hops = np.array(hops, dtype=complex)
    matrix = np.diag(energy - np.array(sites, dtype=complex))
    matrix += np.diag(hops, 1) + np.diag(hops.conj(), -1)
    matrix[0, 0] += gam_l * np.exp(1j * k_l)
    matrix[-1, -1] += gam_r * np.exp(1j * k_r)
    source = np.zeros(len(sites), dtype=complex)
    source[0] = 2j * gam_l * np.sin(k_l)
    psi = np.linalg.solve(matrix, source)
    speed_ratio = gam_r * np.sin(k_r) / (gam_l * np.sin(k_l))
    return abs(psi[-1])**2 * speed_ratio, abs(psi[0] - 1)**2


# Example: rough parameters for a metal contact to heavily doped n-type silicon.
energy = 0.10
metal = (1.1, 2.0, (0.0,))
gamma_semi = 0.5
semi = (2 * gamma_semi, gamma_semi, (0.0,))
spacing = 0.54e-9
doping = 1.5e26
barrier_height = 0.60
relative_permittivity = 11.7
dos_mass = 0.32
temperature = 300.0

# Surface functions and densities against eigenstates of long finite chains.
for lead in (metal, semi, (1.0, 0.5, (0.3, -0.2))):
    site, gamma, shifts = lead
    n_sites = 800
    diagonal = np.full(n_sites, site)
    diagonal[:len(shifts)] += shifts
    levels, vectors = eigh_tridiagonal(diagonal, np.full(n_sites - 1, -gamma))
    weights = vectors[0]**2
    z = energy + 0.05j
    assert abs(np.sum(weights / (z - levels)) - surface_green(z, lead)) < 1e-6
    low, high = site - 1.2 * gamma, site + 0.9 * gamma
    counted = np.sum(weights[(levels > low) & (levels < high)])
    area = quad(lambda e: density(surface_green(e, lead)), low, high)[0]
    # One level more or less at each end of the window changes the count.
    assert abs(counted - area) < 6e-3

# Transmission, optimum, ceiling, symmetry and weak-bond error on random surfaces.
rng = np.random.default_rng(7)
for _ in range(25):
    leads = []
    for _side in range(2):
        gamma = rng.uniform(0.5, 2.0)
        site = energy - 2 * gamma * rng.uniform(-0.9, 0.9)
        shifts = tuple(rng.uniform(-1, 1, rng.integers(1, 4)))
        leads.append((site, gamma, shifts))
    g_l, g_r = (surface_green(energy, lead) for lead in leads)
    t = rng.uniform(0.1, 3.0) * np.exp(1j * rng.uniform(0, 2 * np.pi))
    passed, reflected = scattering(energy, *leads, t)
    assert abs(passed + reflected - 1) < 1e-10
    assert abs(passed - transmission(g_l, g_r, t)) < 1e-10
    search = minimize_scalar(
        lambda y: -scattering(energy, *leads, np.exp(y))[0],
        bounds=(-6, 6), method="bounded", options={"xatol": 1e-10})
    t_best = best_hopping(g_l, g_r)
    # A flat maximum fixes its position only to the root of the rounding error.
    assert abs(np.exp(search.x) / t_best - 1) < 1e-5
    assert abs(-search.fun - best_transmission(g_l, g_r)) < 1e-9
    difference, total = phase(g_l) - phase(g_r), phase(g_l) + phase(g_r)
    deficit = np.sin(difference / 2)**2 / np.sin(total / 2)**2
    assert abs(scattering(energy, *leads, t_best)[1] - deficit) < 1e-9
    weaker = scattering(energy, *leads, t_best / 3)[0]
    stronger = scattering(energy, *leads, t_best * 3)[0]
    assert abs(weaker - stronger) < 1e-10
    s = 1e-4
    t_weak = t_best * np.sqrt(s)
    ratio = tunnelling(g_l, g_r, t_weak) / scattering(energy, *leads, t_weak)[0]
    assert abs((ratio - 1) / s + 2 * np.cos(total)) < 1e-3

# Main example.
g_m, g_s = surface_green(energy, metal), surface_green(energy, semi)
t_opt, t_max = best_hopping(g_m, g_s), best_transmission(g_m, g_s)
assert abs(scattering(energy, metal, semi, t_opt)[0] - t_max) < 1e-10
quantum = 2 * sc.e**2 / sc.h
mass = sc.hbar**2 / (2 * gamma_semi * sc.e * spacing**2) / sc.m_e
fermi = (sc.hbar**2 / (2 * dos_mass * sc.m_e)
         * (3 * np.pi**2 * doping / 6)**(2 / 3) / sc.e)
t_ten = brentq(lambda t: tunnelling(g_m, g_s, t)
               / scattering(energy, metal, semi, t)[0] - 1.1, 0.01, t_opt)

# Metal surface shift that makes the two phases equal.
inverse = 1 / g_m
phase_shift = inverse.real - inverse.imag / np.tan(phase(g_s))
matched = (metal[0], metal[1], (phase_shift,))
t_matched = best_hopping(surface_green(energy, matched), g_s)
T_matched = scattering(energy, matched, semi, t_matched)[0]
assert abs(T_matched - 1) < 1e-10

print(f"Energy above semiconductor band edge: {energy:.2f} eV")
print(f"Metal site energy, hopping: {metal[0]:.2f}, {metal[1]:.2f} eV")
print(f"Semiconductor site energy, hopping: {semi[0]:.2f}, {semi[1]:.2f} eV")
print(f"Semiconductor site spacing: {spacing*1e9:.2f} nm")
print(f"Implied effective mass: {mass:.3f} electron masses")
print(f"Doping: {doping*1e-6:.2e} cm^-3")
print(f"Density-of-states mass per valley: {dos_mass:.2f} electron masses")
print(f"Zero-temperature Fermi energy, six valleys: {fermi:.4f} eV")
for name, g in (("Metal", g_m), ("Semiconductor", g_s)):
    print(f"{name} g: {g.real:.5f} {g.imag:+.5f} i 1/eV")
    print(f"{name} |g|, density: {abs(g):.5f}, {density(g):.5f} 1/eV")
    print(f"{name} phase theta: {np.degrees(phase(g)):.3f} deg")
print(f"Optimal hopping: {t_opt:.4f} eV")
print(f"Maximum transmission: {t_max:.5f}")
print(f"Conductance quantum with spin: {quantum*1e6:.3f} uS")
print(f"Maximum conductance: {quantum*t_max*1e6:.3f} uS")
print(f"Resistance at maximum: {1e-3/(quantum*t_max):.3f} kOhm")
print("t (eV) | T exact | T tunnelling | tunnelling excess (%)")
for t in (0.05, 0.1, 0.2, 0.5, 1.0, 2.0, 5.0):
    exact = scattering(energy, metal, semi, t)[0]
    weak = tunnelling(g_m, g_s, t)
    print(f"{t:.2f} | {exact:.6f} | {weak:.6f} | {100*(weak/exact-1):.3f}")
print(f"Hopping where tunnelling formula is 10% high: {t_ten:.4f} eV")
print(f"Metal surface shift for equal phases: {phase_shift:.4f} eV")
print(f"Optimal hopping, T with that shift: {t_matched:.4f} eV, {T_matched:.6f}")


def depleted_semiconductor(height):
    """Parabolic depletion barrier, first site at the interface."""
    bending = height + energy
    permittivity = relative_permittivity * sc.epsilon_0
    width = np.sqrt(2 * permittivity * bending / (sc.e * doping))
    positions = np.arange(0, width, spacing)
    shifts = tuple(bending * (1 - positions / width)**2)
    return (semi[0], semi[1], shifts), width, 2 * bending / width


_, _, field = depleted_semiconductor(barrier_height)
lowering = np.sqrt(sc.e * field / (4 * np.pi * relative_permittivity
                                   * sc.epsilon_0))
print(f"Relative permittivity: {relative_permittivity:.1f}")
print(f"Interface field: {field*1e-8:.3f} MV/cm")
print(f"Image-force lowering, rough: {lowering:.3f} eV")
for label, height in (("Full barrier", barrier_height),
                      ("Lowered barrier", barrier_height - lowering)):
    lead, width, _ = depleted_semiconductor(height)
    g_b = surface_green(energy, lead)
    t_b, T_b = best_hopping(g_m, g_b), best_transmission(g_m, g_b)
    assert abs(scattering(energy, metal, lead, t_b)[0] - T_b) < 1e-10
    T_old = scattering(energy, metal, lead, t_opt)[0]
    print(f"{label}: height {height:.3f} eV, width {width*1e9:.3f} nm")
    print(f"  surface density {density(g_b):.5f} 1/eV")
    print(f"  T at flat-band optimal hopping {T_old:.5f}")
    print(f"  new optimal hopping {t_b:.4f} eV, maximum T {T_b:.5f}")

# Thermal average at fixed Fermi level; no transmission below the band edge.
kt = sc.k * temperature / sc.e


def thermal_integrand(e):
    T = transmission(surface_green(e, metal), surface_green(e, semi), t_opt)
    return T / (4 * kt * np.cosh((e - energy) / (2 * kt))**2)


T_thermal = quad(thermal_integrand, 0, 0.8, points=[0.1, 0.2], limit=200)[0]
top = 1 / (1 + np.exp(-energy / kt))
occupations = (np.arange(2000) + 0.5) / 2000 * top
samples = [scattering(energy + kt * np.log(1 / f - 1), metal, semi, t_opt)[0]
           for f in occupations]
# Midpoint sampling converges slowly at the square-root band edge.
assert abs(np.mean(samples) * top - T_thermal) < 1e-3
print(f"Thermal energy at {temperature:.0f} K: {kt*1e3:.2f} meV")
print(f"Thermally averaged T at optimal hopping: {T_thermal:.5f}")

for other_mass in (0.19, 0.92):
    gamma = gamma_semi * mass / other_mass
    lead = (2 * gamma, gamma, (0.0,))
    T_fixed = scattering(energy, metal, lead, t_opt)[0]
    g = surface_green(energy, lead)
    print(f"Mass {other_mass:.2f}: T at old optimum {T_fixed:.5f}")
    print(f"  new optimum {best_hopping(g_m, g):.4f} eV,"
          f" maximum T {best_transmission(g_m, g):.5f}")
for shift in (-0.2, 0.2):
    T_shift = scattering(energy, metal, (semi[0], semi[1], (shift,)), t_opt)[0]
    print(f"End-site shift {shift:+.1f} eV: T at old optimum {T_shift:.5f}")

print("all assertions hold")
```

It prints:

```
Energy above semiconductor band edge: 0.10 eV
Metal site energy, hopping: 1.10, 2.00 eV
Semiconductor site energy, hopping: 1.00, 0.50 eV
Semiconductor site spacing: 0.54 nm
Implied effective mass: 0.261 electron masses
Doping: 1.50e+20 cm^-3
Density-of-states mass per valley: 0.32 electron masses
Zero-temperature Fermi energy, six valleys: 0.0974 eV
Metal g: -0.12500 -0.48412 i 1/eV
Metal |g|, density: 0.50000, 0.15410 1/eV
Metal phase theta: 104.478 deg
Semiconductor g: -1.80000 -0.87178 i 1/eV
Semiconductor |g|, density: 2.00000, 0.27750 1/eV
Semiconductor phase theta: 154.158 deg
Optimal hopping: 1.0000 eV
Maximum transmission: 0.70515
Conductance quantum with spin: 77.481 uS
Maximum conductance: 54.636 uS
Resistance at maximum: 18.303 kOhm
t (eV) | T exact | T tunnelling | tunnelling excess (%)
0.05 | 0.004216 | 0.004220 | 0.099
0.10 | 0.016814 | 0.016882 | 0.404
0.20 | 0.066375 | 0.067528 | 1.736
0.50 | 0.363514 | 0.422049 | 16.102
1.00 | 0.705149 | 1.688194 | 139.410
2.00 | 0.363514 | 6.752777 | 1757.639
5.00 | 0.066375 | 42.204858 | 63485.243
Hopping where tunnelling formula is 10% high: 0.4190 eV
Metal surface shift for equal phases: 3.4984 eV
Optimal hopping, T with that shift: 1.4904 eV, 1.000000
Relative permittivity: 11.7
Interface field: 5.699 MV/cm
Image-force lowering, rough: 0.265 eV
Full barrier: height 0.600 eV, width 2.457 nm
  surface density 0.00323 1/eV
  T at flat-band optimal hopping 0.02042
  new optimal hopping 1.6430 eV, maximum T 0.03473
Lowered barrier: height 0.335 eV, width 1.937 nm
  surface density 0.02206 1/eV
  T at flat-band optimal hopping 0.12590
  new optimal hopping 1.4197 eV, maximum T 0.16527
Thermal energy at 300 K: 25.85 meV
Thermally averaged T at optimal hopping: 0.67387
Mass 0.19: T at old optimum 0.61337
  new optimum 1.1728 eV, maximum T 0.64115
Mass 0.92: T at old optimum 0.59528
  new optimum 0.5330 eV, maximum T 0.93621
End-site shift -0.2 eV: T at old optimum 0.82995
End-site shift +0.2 eV: T at old optimum 0.54917
all assertions hold
```
